# Photon Counts, Shot Noise and Rare Failures at 13.5 and 193 nm: test program

```python
# Result under test: at equal incident energy per area, the mean photon
# numbers at 193 nm and 13.5 nm are in the ratio 193/13.5, about 14.3.
# Also tested: what this does to shot noise and to rare low-count failures.
# Symbols: dose = energy per area; patch = small square of resist;
# alpha = absorption coefficient (base e); mu = mean absorbed photons;
# acid yield = mean number of acids made per absorbed photon.
# Resist and source parameters are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gammaln, logsumexp
from scipy.stats import norm, poisson, binom, gamma

names = ("EUV", "ArF")
wavelength = {"EUV": 13.5e-9, "ArF": 193e-9}           # m, vacuum
alpha = {"EUV": 5.0, "ArF": 1.5}                       # 1/um
thickness = {"EUV": 40.0, "ArF": 100.0}                # nm
acid_yield = {"EUV": 3.0, "ArF": 0.3}
dose_mj = 30.0                                         # mJ/cm2
side_nm = 5
dose = dose_mj * 1e-3 / 1e-4                           # J/m2
area = (side_nm * 1e-9) ** 2                           # m2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---- photon count, checked by integrating over a finite spectrum ----
energy_ev = {s: const.h * const.c / wavelength[s] / const.e for s in names}
incident = {s: dose * area * wavelength[s] / (const.h * const.c)
            for s in names}
ratio = wavelength["ArF"] / wavelength["EUV"]
fwhm_to_sigma = 1 / (2 * np.sqrt(2 * np.log(2)))
rel_width = {"EUV": 0.02, "ArF": 0.3e-12 / wavelength["ArF"]}
spectral_count = {}
for s in names:
    spread = rel_width[s] * fwhm_to_sigma
    centre = const.h * (const.c / wavelength[s])
    inverse_energy = quad(lambda z: norm.pdf(z) / (centre * (1 + spread * z))
                          * centre, -9, 9, epsabs=1e-12, epsrel=1e-12)[0]
    spectral_count[s] = dose * area * inverse_energy / centre
    assert abs(spectral_count[s] / incident[s] - 1 - spread**2) < 1e-7
assert abs(spectral_count["ArF"] / spectral_count["EUV"] - ratio) < 0.01
band_shift = spectral_count["EUV"] / incident["EUV"] - 1

# ---- absorption and shot noise, checked by throwing photons ----
fraction = {s: 1 - np.exp(-alpha[s] * thickness[s] * 1e-3) for s in names}
mu = {s: fraction[s] * incident[s] for s in names}
rng = np.random.default_rng(12345)
cells = 200                                            # field of 1 nm cells
slices = 50
cell_noise = {}
for s in names:
    per_cell = incident[s] / side_nm**2
    thrown = int(round(per_cell * cells**2))
    hits = np.bincount(rng.integers(0, cells**2, thrown), minlength=cells**2)
    cell_noise[s] = hits.std() / hits.mean()
    left = hits.copy()
    for _ in range(slices):
        left = rng.binomial(left, 1 - alpha[s] * thickness[s] * 1e-3 / slices)
    absorbed = hits - left
    # tolerance: counting error plus finite slice thickness
    assert abs(absorbed.mean() / (per_cell * fraction[s]) - 1) < 0.015
    blocks = cells // side_nm
    patches = absorbed.reshape(blocks, side_nm, blocks, side_nm).sum((1, 3))
    # 1600 patches fix a standard deviation to about 2 percent
    assert abs(patches.std() / patches.mean() * np.sqrt(mu[s]) - 1) < 0.08
simulated_noise_ratio = cell_noise["EUV"] / cell_noise["ArF"]
assert abs(simulated_noise_ratio / np.sqrt(ratio) - 1) < 0.03


# ---- rare low counts: explicit Poisson sum against the tail estimate ----
def log_low_tail(k, mean):
    n = np.arange(k + 1)
    return logsumexp(n * np.log(mean) - mean - gammaln(n + 1))


limit, exponent, log_exact, log_estimate = {}, {}, {}, {}
for s in names:
    limit[s] = int(np.floor(0.5 * mu[s]))
    f = limit[s] / mu[s]
    exponent[s] = mu[s] * (1 - f + f * np.log(f))
    log_exact[s] = log_low_tail(limit[s], mu[s])
    log_estimate[s] = (-exponent[s] - 0.5 * np.log(2 * np.pi * limit[s])
                       - np.log(1 - f))
    assert abs(log_exact[s] - log_estimate[s]) < 0.05
    assert log_exact[s] < -exponent[s]
gauss_tail = norm.cdf((limit["EUV"] + 0.5 - mu["EUV"]) / np.sqrt(mu["EUV"]))
assert gauss_tail > 2 * np.exp(log_exact["EUV"])

# ---- acids: full distributions built by summing over photon number ----
acid_mean = {s: mu[s] * acid_yield[s] for s in names}
acid_noise = {"EUV": np.sqrt((1 + 1 / acid_yield["EUV"]) / mu["EUV"]),
              "ArF": 1 / np.sqrt(acid_yield["ArF"] * mu["ArF"])}
acids = np.arange(1001)
acid_pmf = {}
for s in names:
    low = max(1, int(mu[s] - 10 * np.sqrt(mu[s])))
    photons = np.arange(low, int(mu[s] + 12 * np.sqrt(mu[s])))
    if s == "EUV":
        given = poisson.pmf(acids[:, None], acid_yield[s] * photons)
    else:
        given = binom.pmf(acids[:, None], photons, acid_yield[s])
    acid_pmf[s] = given @ poisson.pmf(photons, mu[s])
    mean = acids @ acid_pmf[s]
    variance = (acids - mean) ** 2 @ acid_pmf[s]
    assert abs(acid_pmf[s].sum() - 1) < 1e-8
    assert abs(mean / acid_mean[s] - 1) < 1e-6
    assert abs(np.sqrt(variance) / mean / acid_noise[s] - 1) < 1e-5
assert np.max(np.abs(acid_pmf["ArF"]
                     - poisson.pmf(acids, acid_mean["ArF"]))) < 1e-9
acid_limit = {s: int(np.floor(0.5 * acid_mean[s])) for s in names}
acid_tail_euv = acid_pmf["EUV"][:acid_limit["EUV"] + 1].sum()
acid_log_arf = log_low_tail(acid_limit["ArF"], acid_mean["ArF"])
assert acid_tail_euv > np.exp(log_exact["EUV"])
assert acid_noise["EUV"] > 1 / np.sqrt(mu["EUV"])

# ---- speckle: coherence time, pulse averaging, added count variance ----
pulse = {"EUV": 50e-9, "ArF": 100e-9}                  # s
pulses = {"EUV": 1, "ArF": 50}                         # EUV: worst case
contrast, coherence = {}, {}
for s in names:
    width_hz = rel_width[s] * const.c / wavelength[s]
    coherence[s] = np.sqrt(2 * np.log(2) / np.pi) / width_hz
    sigma_hz = width_hz * fwhm_to_sigma
    # integral of squared normalized spectrum = integral of |g(t)|^2
    parseval = quad(lambda z: norm.pdf(z) ** 2, -9, 9)[0] / sigma_hz
    assert abs(parseval / coherence[s] - 1) < 1e-6
    contrast[s] = np.sqrt(coherence[s] / pulse[s] / pulses[s])
# finite pulse: weight the squared field correlation by the time overlap
sigma_arf = rel_width["ArF"] * const.c / wavelength["ArF"] * fwhm_to_sigma
t_unit = 1 / (2 * np.pi * sigma_arf)
one_pulse = 2 * t_unit / pulse["ArF"] * quad(
    lambda x: (1 - x * t_unit / pulse["ArF"]) * np.exp(-x**2), 0, 10)[0]
assert abs(one_pulse / (coherence["ArF"] / pulse["ArF"]) - 1) < 0.01
modes = 1 / contrast["ArF"] ** 2
level = np.linspace(1 - 8 * contrast["ArF"], 1 + 8 * contrast["ArF"], 401)
weight = gamma.pdf(level, modes, scale=1 / modes)
weight /= weight.sum()
n_in = incident["ArF"]
counts = np.arange(int(0.85 * n_in), int(1.15 * n_in))
mixed = poisson.pmf(counts[:, None], level * n_in) @ weight
mixed_mean = counts @ mixed
mixed_var = (counts - mixed_mean) ** 2 @ mixed
speckle_var = n_in + n_in**2 * contrast["ArF"] ** 2
assert abs(mixed_var / speckle_var - 1) < 1e-3
arf_total_noise = np.sqrt(speckle_var) / n_in
ratio_with_speckle = 1 / np.sqrt(incident["EUV"]) / arf_total_noise

# ---- reflection and oblique path at the edge of the pupil ----
water, resist, na_arf, na_euv = 1.44, 1.70, 1.35, 0.33


def reflected(na):
    k1, k2 = np.sqrt(water**2 - na**2), np.sqrt(resist**2 - na**2)
    r, t = np.linalg.solve([[1, -1], [k1, k2]], [-1, k1])
    assert abs(r**2 + k2 / k1 * t**2 - 1) < 1e-12
    assert abs(r**2 - ((k1 - k2) / (k1 + k2)) ** 2) < 1e-12
    return r**2


cos_arf = np.sqrt(1 - (na_arf / resist) ** 2)
cos_euv = np.sqrt(1 - na_euv**2)                       # resist index near 1
edge_arf = (1 - reflected(na_arf)) * (
    1 - np.exp(-alpha["ArF"] * thickness["ArF"] * 1e-3 / cos_arf))
edge_euv = 1 - np.exp(-alpha["EUV"] * thickness["EUV"] * 1e-3 / cos_euv)

# ---- printed results ----
show("Dose, both wavelengths", dose_mj, "mJ/cm2")
show("Patch side", side_nm, "nm")
for s in names:
    show(f"{s} wavelength", wavelength[s] * 1e9, "nm")
    show(f"{s} photon energy", energy_ev[s], "eV")
    show(f"{s} incident photons per nm2", incident[s] / side_nm**2)
    show(f"{s} incident photons per patch", incident[s])
    show(f"{s} incident shot noise", 100 / np.sqrt(incident[s]), "%", 3)
    show(f"{s} alpha (rough)", alpha[s], "1/um")
    show(f"{s} resist thickness (rough)", thickness[s], "nm")
    show(f"{s} absorbed fraction", fraction[s], "", 3)
    show(f"{s} absorbed photons per patch", mu[s])
    show(f"{s} absorbed shot noise", 100 / np.sqrt(mu[s]), "%", 3)
    show(f"{s} failure limit k", limit[s], "photons")
    show(f"{s} tail exponent", exponent[s])
    show(f"{s} log10 failure, exact sum", log_exact[s] / np.log(10))
    show(f"{s} log10 failure, estimate", log_estimate[s] / np.log(10))
show("Incident photon ratio ArF/EUV", ratio)
show("Incident noise ratio EUV/ArF", np.sqrt(ratio), "", 3)
show("Same noise ratio, simulated", simulated_noise_ratio, "", 3)
show("Absorbed photon ratio ArF/EUV", mu["ArF"] / mu["EUV"], "", 3)
show("EUV dose for equal incident count", dose_mj * ratio, "mJ/cm2", 3)
show("EUV failure probability", np.exp(log_exact["EUV"]), "", 3)
show("EUV failures in 1e10 patches", 1e10 * np.exp(log_exact["EUV"]), "", 3)
show("EUV failure, Gaussian tail", gauss_tail, "", 3)
show("Ratio with ArF at 193.4 nm", 193.4e-9 / wavelength["EUV"])
show("EUV count shift, 2% bandwidth", 100 * band_shift, "%", 2)
for s in names:
    show(f"{s} acids per absorbed photon (rough)", acid_yield[s])
    show(f"{s} mean acids per patch", acid_mean[s], "", 3)
    show(f"{s} acid noise", 100 * acid_noise[s], "%", 3)
    show(f"{s} speckle contrast", 100 * contrast[s], "%", 2)
show("Acid noise ratio EUV/ArF", acid_noise["EUV"] / acid_noise["ArF"], "", 3)
show("EUV failure, acid threshold", acid_tail_euv, "", 3)
show("ArF log10 failure, acid threshold", acid_log_arf / np.log(10), "", 3)
show("Incident noise ratio with speckle", ratio_with_speckle, "", 3)
show("ArF reflection, normal", 100 * reflected(0.0), "%", 2)
show("ArF reflection, pupil edge, s-pol", 100 * reflected(na_arf), "%", 2)
show("ArF absorbed fraction, pupil edge", edge_arf, "", 3)
show("EUV absorbed fraction, pupil edge", edge_euv, "", 3)
print("checks complete")
```

Printed output:

```
Dose, both wavelengths: 30 mJ/cm2
Patch side: 5 nm
EUV wavelength: 13.5 nm
EUV photon energy: 91.84 eV
EUV incident photons per nm2: 20.39
EUV incident photons per patch: 509.7
EUV incident shot noise: 4.43 %
EUV alpha (rough): 5 1/um
EUV resist thickness (rough): 40 nm
EUV absorbed fraction: 0.181
EUV absorbed photons per patch: 92.39
EUV absorbed shot noise: 10.4 %
EUV failure limit k: 46 photons
EUV tail exponent: 14.31
EUV log10 failure, exact sum: -7.156
EUV log10 failure, estimate: -7.147
ArF wavelength: 193 nm
ArF photon energy: 6.424 eV
ArF incident photons per nm2: 291.5
ArF incident photons per patch: 7287
ArF incident shot noise: 1.17 %
ArF alpha (rough): 1.5 1/um
ArF resist thickness (rough): 100 nm
ArF absorbed fraction: 0.139
ArF absorbed photons per patch: 1015
ArF absorbed shot noise: 3.14 %
ArF failure limit k: 507 photons
ArF tail exponent: 156.1
ArF log10 failure, exact sum: -69.24
ArF log10 failure, estimate: -69.23
Incident photon ratio ArF/EUV: 14.3
Incident noise ratio EUV/ArF: 3.78
Same noise ratio, simulated: 3.73
Absorbed photon ratio ArF/EUV: 11
EUV dose for equal incident count: 429 mJ/cm2
EUV failure probability: 6.98e-08
EUV failures in 1e10 patches: 698
EUV failure, Gaussian tail: 9.01e-07
Ratio with ArF at 193.4 nm: 14.33
EUV count shift, 2% bandwidth: 0.0072 %
EUV acids per absorbed photon (rough): 3
EUV mean acids per patch: 277
EUV acid noise: 12 %
EUV speckle contrast: 0.017 %
ArF acids per absorbed photon (rough): 0.3
ArF mean acids per patch: 305
ArF acid noise: 5.73 %
ArF speckle contrast: 0.74 %
Acid noise ratio EUV/ArF: 2.1
EUV failure, acid threshold: 1.42e-06
ArF log10 failure, acid threshold: -21.6
Incident noise ratio with speckle: 3.19
ArF reflection, normal: 0.69 %
ArF reflection, pupil edge, s-pol: 12 %
ArF absorbed fraction, pupil edge: 0.192
EUV absorbed fraction, pupil edge: 0.191
checks complete
```
